Counting adjacent pairs on a two-by-two periodic lattice gas

**The question**

A lattice Monte Carlo program for deposition or etching can be tested on a very small cell, where every state can be listed. This question asks what interaction such a program really uses on a square cell with two sites along each side.

The sites are numbered

0 1
2 3

and site i has occupancy nᵢ = 0 (empty) or 1 (occupied). Boundaries are periodic: a step off one edge re-enters at the opposite edge. The neighbour list of a site has four entries, found by stepping right, left, down and up. The energy is

E_list = (ε/2) Σᵢ Σ_{j in list(i)} nᵢnⱼ.

Positive ε means repulsion. For comparison, let P be the number of distinct adjacent pairs with both sites occupied, each pair being counted once whatever the number of ways of stepping between its sites, and let

E_distinct = εP.

The surface exchanges particles with a gas at temperature T. The chemical potential μ is measured from the energy of an isolated adsorbed particle, so a state with N particles has weight exp[β(μN − E)], where β = 1/(kT). Write z = exp(βμ).

Numerical data: T = 500 K, kT = 0.04309 eV, ε = 0.050 eV and μ = 0.080 eV. These are round model parameters.

**Part (a). Write out the neighbour lists. How many times does E_list count each distinct adjacent pair? For which cell sizes does this happen?**

*Model answer.* From site 0, a step right reaches site 1. A step left leaves the cell and re-enters at site 1. Steps down and up both reach site 2. Treating the other sites in the same way gives

list(0) = (1, 1, 2, 2)
list(1) = (0, 0, 3, 3)
list(2) = (3, 3, 0, 0)
list(3) = (2, 2, 1, 1).

The distinct adjacent pairs are 01, 02, 13 and 23. Take the pair 01. Site 1 appears twice in list(0), and site 0 appears twice in list(1), so the double sum visits the pair four times. The prefactor 1/2 leaves

(ε/2) × 4 n₀n₁ = 2ε n₀n₁.

The same holds for the other three pairs, hence

E_list = 2ε(n₀n₁ + n₀n₂ + n₁n₃ + n₂n₃) = 2εP.

Two different duplications are present. One comes from visiting a pair from both of its ends, and the factor 1/2 removes it. The other comes from the boundary: right and left lead to the same site. The factor 1/2 does not touch that one.

Nor does a half-list, in which each site looks right and down only and the prefactor is ε. Site 0 looks right to site 1, and site 1 looks right, through the boundary, to site 0. The pair again receives 2ε.

For a side of L sites, the right and left neighbours coincide when +1 and −1 differ by a multiple of L, that is, when L divides 2. For L ≥ 3 they are different sites, and each adjacent pair receives ε once. In a rectangular cell of 2 by L sites with L ≥ 3, the duplication affects the short direction alone, so a distinct pair of cell sites receives 2ε along one axis and ε along the other. Whether this is an error depends on what the cell represents, as part (f) explains.

**Part (b). List all sixteen occupancies with their energies under both counts.**

*Model answer.* Write each state as n₀n₁n₂n₃. The sites form a ring 0–1–3–2–0, and the pairs 03 and 12 are diagonal, not adjacent.

- N = 0, one state: 0000. P = 0, and both energies are zero.
- N = 1, four states: 1000, 0100, 0010, 0001. P = 0, and both energies are zero.
- N = 2, four adjacent doubles: 1100, 1010, 0101, 0011. P = 1, E_distinct = 0.05 eV, E_list = 0.10 eV.
- N = 2, two diagonal doubles: 1001, 0110. P = 0, and both energies are zero.
- N = 3, four states: 1110, 1101, 1011, 0111. P = 2, E_distinct = 0.10 eV, E_list = 0.20 eV.
- N = 4, one state: 1111. P = 4, E_distinct = 0.20 eV, E_list = 0.40 eV.

The total is 1 + 4 + 4 + 2 + 4 + 1 = 16. For N = 3, the empty site removes the two ring pairs that contain it, which leaves two of the four.

In every state E_list = 2E_distinct. The sign of ε was not used, so an attraction is doubled in the same way.

**Part (c). Find the grand partition function and the mean coverage for an energy J per distinct occupied pair. Evaluate both counts, and examine weak and strong repulsion.**

*Model answer.* Let y = exp(−βJ). A state with N particles and P occupied pairs has weight zᴺyᴾ. Adding the classes of part (b) gives

Ξ = 1 + 4z + (2 + 4y)z² + 4y²z³ + y⁴z⁴.

The coverage θ is the mean of N divided by four. Each term must therefore be multiplied by its own N:

4θΞ = 4z + 2(2 + 4y)z² + 12y²z³ + 4y⁴z⁴.

Division by 4Ξ gives

θ = [z + (1 + 2y)z² + 3y²z³ + y⁴z⁴]/Ξ.

The distinct count has J = ε and the list has J = 2ε. With the data,

z = exp(0.080/0.04309) = 6.403
y_distinct = exp(−0.050/0.04309) = 0.3133
y_list = exp(−0.100/0.04309) = 0.0982.

In order of increasing N, the contributions to Ξ are

distinct: 1 + 25.6 + 133.4 + 103.1 + 16.2 = 279.3
list: 1 + 25.6 + 98.1 + 10.1 + 0.2 = 135.0.

Weighting these terms by N and dividing by 4Ξ gives

θ_distinct = 0.597
θ_list = 0.468.

At fixed T, μ and ε, the duplicated entries lower the coverage by 0.128, or about 22% of the distinct-pair value. The terms show where the change arises: the three-particle contribution falls from 103.1 to 10.1, because each of those states contains two occupied pairs.

*Weak interaction.* At J = 0, y = 1 and Ξ = (1 + z)⁴. The numerator of θ becomes z(1 + z)³, so

θ₀ = z/(1 + z),

as for independent sites. To find the first correction, differentiate the mean of N with respect to J. The weight contains exp(−βJP), so

dθ/dJ = −(β/4)(⟨NP⟩ − ⟨N⟩⟨P⟩).

At J = 0 the sites are independent. For one pair ij, the two sites of the pair are the only ones that contribute to the covariance of N with nᵢnⱼ. Since nᵢ² = nᵢ, each contributes θ₀² − θ₀³. The four pairs together give 8θ₀²(1 − θ₀), and therefore

θ ≈ θ₀ − 2βJ θ₀²(1 − θ₀), for β|J| ≪ 1.

In this regime, doubling J doubles the shift of the coverage. The example lies outside it, since βε = 1.16. There θ₀ = 0.865, and the shifts are 0.268 for distinct pairs and 0.397 for the list, a ratio of about 1.5. The energy is doubled exactly; the response of the coverage is not.

*Strong repulsion.* If J → ∞ at fixed z, then y → 0 and

θ → (z + z²)/(1 + 4z + 2z²).

No adjacent sites are occupied together, and both counts give the same coverage. For z ≫ 1 this limit tends to 1/2, the coverage of the two diagonal states. A test that compares only coverages, at fixed z and very strong repulsion, would therefore miss the duplication.

**Part (d). Does a Monte Carlo move also use the doubled interaction? Show how the interaction can be recovered from the populations.**

*Model answer.* Add a particle to an empty site i. The terms of E_list that contain nᵢ arise in two ways: from the list of i, and from the appearances of i in the lists of other sites. If j appears m times in list(i), then i appears m times in list(j), because every step has a reverse step. The two contributions are equal, and their sum cancels the factor 1/2:

ΔEᵢ = ε Σ_{j in list(i)} nⱼ.

On this cell, if a and b are the two distinct neighbours of i,

ΔEᵢ = 2ε(nₐ + n_b).

The move therefore carries the doubling. The local formula properly has no factor 1/2. Inserting one would give the distinct-pair energy on this cell, but it would halve the intended interaction for L ≥ 3.

Consider a kinetic model in which an empty site fills at rate k_a, and an occupied site empties at rate k_d exp(βΔEᵢ). Repulsion thus speeds up desorption and leaves adsorption unchanged. Choose k_a = z k_d. For two states that differ only at site i, the equilibrium weights satisfy

p(occupied)/p(empty) = z exp(−βΔEᵢ).

Hence

p(occupied) k_d exp(βΔEᵢ) = p(empty) z k_d = p(empty) k_a.

The flows in the two directions balance for every such pair of states. Since any state can be reached from any other by single adsorptions and desorptions, this is the one stationary distribution.

An adjacent double such as 1100 and a diagonal double such as 1001 have the same N, so z cancels from the ratio of their probabilities:

p_adjacent/p_diagonal = exp(−βJ)
J = −kT ln(p_adjacent/p_diagonal).

Solving the sixteen linear equations for the stationary state gives 0.0298 for one adjacent double and 0.3037 for one diagonal double. Then

J = −0.04309 eV × ln(0.0298/0.3037) = 0.100 eV.

The input was ε = 0.050 eV. An observer who knew only the populations would infer an interaction of 2ε between adjacent particles.

**Part (e). At what chemical potential is the cell half full under each count? Compare with larger cells.**

*Model answer.* Exchange particles and holes by replacing every nᵢ with 1 − nᵢ. Then N becomes 4 − N. For one pair,

(1 − nᵢ)(1 − nⱼ) = 1 − nᵢ − nⱼ + nᵢnⱼ.

There are four distinct pairs, and each site belongs to two of them. Summing over pairs turns P into

P′ = 4 − 2N + P.

The exponent of the weight, divided by β, becomes

μ(4 − N) − J(4 − 2N + P) = 4(μ − J) + (2J − μ)N − JP.

This has the original form μN − JP, apart from a constant, if 2J − μ = μ. At μ = J, particles and holes are therefore equivalent and θ = 1/2. There is no second solution, because dθ/dμ = β(⟨N²⟩ − ⟨N⟩²)/4 is positive.

The half-coverage potentials are

distinct pairs: μ = ε = 0.050 eV
standard list: μ = 2ε = 0.100 eV.

The example, at μ = 0.080 eV, lies between them. This explains why one count gives more than half coverage and the other less.

On a periodic square cell with L ≥ 3, there are 2L² distinct pairs and each site belongs to four. The same substitution gives P′ = 2L² − 4N + P. The condition becomes 4ε − μ = μ, so μ = 2ε. The two-by-two list therefore has the same half-coverage potential as the larger cells, and the distinct count does not.

**Part (f). Is the doubling an error?**

*Model answer.* That depends on what the four sites represent.

Suppose first that they are an isolated patch with nothing outside. The patch has four adjacent pairs, each with energy ε, so E_distinct is right and E_list is twice too large. The remedy is to store each distinct pair once.

Suppose instead that the cell represents a pattern repeated over an infinite surface. The right and left neighbours of site 0 are then two different physical sites, both copies of site 1. A particle on site 0 interacts with each of them. To count every bond of the surface once, assign to each site its right and lower bonds. The energy per cell is

ε[n₀(n₁ + n₂) + n₁(n₀ + n₃) + n₂(n₃ + n₀) + n₃(n₂ + n₁)].

Collecting equal products gives 2εP, which is E_list. A full surface makes the point simply: each site has four neighbours and shares each bond with one of them, so the energy per site is 4ε/2 = 2ε. The list gives 8ε/4 = 2ε, whereas the distinct count gives 4ε/4 = ε.

For a repeated pattern the duplicate entries must stay. "Doubled" then describes the coupling between two variables of the cell, not an excess energy of the surface. For L ≥ 3 the duplicate entries disappear, and the list counts each adjacent pair of the periodic cell once. An isolated patch of that size still needs open edges, with no steps across the boundary. An even L is also needed if a checkerboard of alternating full and empty sites is to fit across the boundary.

Diagonal neighbours are affected more strongly. At L = 2 all four diagonal steps from site 0 reach site 3. The full sum visits this pair eight times, and four visits remain after the factor 1/2.

**Part (g). How close is the two-by-two result to that of a large surface? Estimate the main effects left out, and relate the model to atomic layer deposition.**

*Model answer.* The correct energy of each repeated pattern does not guarantee the correct coverage of a large surface, because the small cell forbids all patterns that do not repeat every two sites. Larger cells measure this error at the same T, μ and ε.

For a four-by-four periodic cell, direct summation over its 2¹⁶ = 65,536 states gives θ = 0.459. An infinitely long strip, periodic across a width of eight sites, can be treated with a transfer matrix. Its rows and columns are labelled by the 256 occupancies of one row of sites. Each element is the Boltzmann factor for two successive rows: the bonds between them, plus half of the energy and chemical-potential terms within each. In a long strip the eigenvector of the largest eigenvalue dominates, and the squares of its normalized components are the probabilities of the row occupancies. Averaging the row coverage with them gives θ = 0.457.

The two-by-two list value, 0.468, is 0.011 above the strip. The distinct-pair value, 0.597, is 0.140 above it. For these parameters, removing the duplicates would make the small cell a much poorer model of an extended surface.

Next, consider diagonal repulsion. If the particles repel as parallel dipoles standing on the surface, the energy falls as the inverse cube of distance. A diagonal neighbour is farther away by a factor √2, so its energy is

ε/2^(3/2) = 0.0177 eV.

Including it lowers the strip coverage from 0.457 to 0.388. This change of 0.069 is about six times the finite-size error of the two-by-two list. Dipoles farther apart matter even more. On a full surface, a particle feels 5.41ε from its adjacent and diagonal neighbours, but 9.03ε from dipoles at all distances. Summing over all distances in a periodic four-by-four cell, repeated images included, lowers the coverage to about 0.28. At these parameters, a model with adjacent neighbours only is therefore a poor description of a dipolar layer.

Equilibrium also needs time. Take a binding energy of 1.0 eV and an attempt rate of 10¹³ s⁻¹. Then

k_d = 10¹³ s⁻¹ × exp(−1.0/0.04309) ≈ 830 s⁻¹
k_a = z k_d ≈ 5300 s⁻¹.

Let m be the molecular mass and A the area of a site. A gas at pressure p strikes unit area at the rate p/√(2πmkT). If every molecule that strikes an empty site sticks, then

p = k_a √(2πmkT)/A.

For m = 100 u and A = 0.25 nm², this is 0.014 Torr. The eigenvalues of the sixteen-state rate matrix give a slowest relaxation time of 0.34 ms for the list model. A gas pulse of 0.1 s is about 300 times longer, so the model reaches equilibrium during the pulse.

These numbers are meant to resemble, roughly, a metal-oxide process in thermal atomic layer deposition: a temperature near 500 K, a short pulse and a low precursor pressure. They describe a precursor held reversibly before it reacts, and no particular molecule. Such a process breaks the assumption of reversibility, since the growth step relies on a surface reaction that binds the precursor firmly. With a binding energy of 1.8 eV, the lifetime of an isolated particle is 1.4 × 10⁵ s. Repulsion from four occupied list entries shortens it by exp(4βε), to 1.3 × 10³ s, still far longer than the pulse. With dipoles at all distances, 9.03ε on a full surface, it falls to about 4 s, some 40 pulses. If the gas pressure, and hence k_a, is held fixed, desorption is negligible and

θ(t) ≈ 1 − exp(−k_a t).

At the end of the pulse k_a t ≈ 530, and the model surface is full: the coverage moves from 0.47 to essentially 1. A real precursor can stop short of this, because its ligands may cover neighbouring sites. That blocking is absent from the adsorption rule used here. The complete filling also depends on the choice, made in part (d), that repulsion leaves adsorption unchanged. Detailed balance equally allows the repulsion to slow adsorption, with rate k_a exp(−βΔEᵢ). The two-by-two cell then reaches 0.997 at the end of the pulse with adjacent repulsion, but only about 0.7 when dipole repulsion at all distances between different sites of the cell is included. The equilibrium coverages above therefore apply to the reversible stage, not to the amount of material deposited in a cycle.

Numerical values quoted here were computed with a short program.
